# The vacancy correlation factor of tracer diffusion on the face-centred cubic lattice: test program

```python
"""Vacancy correlation factor f of a tracer on the fcc lattice.

Result under test: f = (1 + c)/(1 - c) = (S - 1)/(5 - S), about 0.781, where
  c = mean cosine between consecutive tracer jumps = (S - 3)/2,
  S = average over y, z in (-pi, pi) of
      4 sqrt[(1 - cos^2(y/2) cos^2(z/2)) (1 - sin^2(y/2) sin^2(z/2))].
Assumptions: dilute single vacancies, all hop rates equal, tracer = host atom.
Site coordinates are in units of a/2 (a = cubic lattice constant).
G(r) = expected visits to r of a free vacancy walk started at the origin.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import cg

NEIGHBOURS = np.array([v for v in itertools.product((-1, 0, 1), repeat=3)
                       if np.dot(v, v) == 2])
assert len(NEIGHBOURS) == 12

# ---------- derived formula: two-dimensional quadrature ----------


def corner_grid(order):
    """Nodes and weights averaging over the (y, z) zone; kinks sit at rho = 0."""
    x, wx = np.polynomial.legendre.leggauss(order)
    rho = (np.pi * (x + 1) / 2)[:, None]
    frac = ((x + 1) / 2)[None, :]
    weight = (2 / np.pi**2) * rho * (np.pi / 2 * wx)[:, None] * (wx / 2)[None, :]
    return rho * frac, rho * (1 - frac), weight


def root_term(y, z):
    cc = (np.cos(y / 2) * np.cos(z / 2))**2
    ss = (np.sin(y / 2) * np.sin(z / 2))**2
    return 4 * np.sqrt((1 - cc) * (1 - ss))


def s_average(order):
    y, z, weight = corner_grid(order)
    return np.sum(weight * root_term(y, z))


S = s_average(60)
assert abs(S - s_average(40)) < 1e-9
c = (S - 3) / 2
f = (S - 1) / (5 - S)
assert abs(f - 0.781) < 1e-3

Y, Z, WEIGHT = corner_grid(60)
ROOT = root_term(Y, Z)
RATIO = (np.cos(Y) + np.cos(Z)) / (3 - np.cos(Y) * np.cos(Z) + ROOT)


def green(r):
    l, m, n = np.abs(r)
    return np.sum(WEIGHT * 3 / ROOT * RATIO**l * np.cos(m * Y) * np.cos(n * Z))


G0, G110, G200, G211, G220 = [green(r) for r in
                              ((0, 0, 0), (1, 1, 0), (2, 0, 0), (2, 1, 1), (2, 2, 0))]
assert abs(G0 - 1 - G110) < 1e-8
assert abs(12 * G110 - (G0 + 4 * G110 + 2 * G200 + 4 * G211 + G220)) < 1e-7
c_green = -(G0 + 2 * G110 - 2 * G211 - G220) / 12
assert abs(c_green - c) < 1e-8

# ---------- direct three-dimensional Brillouin-zone sum ----------
n_k = 64
cos_k = np.cos(2 * np.pi * (np.arange(n_k) + 0.5) / n_k)
cx, cy, cz = np.meshgrid(cos_k, cos_k, cos_k, indexing="ij")
lam = (cx * cy + cy * cz + cz * cx) / 3
c_zone = -np.mean((1 - cx**2) * (cy + cz)**2 / (1 - lam)) / 6
assert abs(c_zone - c) < 3e-5

# ---------- jump matrix and sum over all later jumps ----------
jump_matrix = np.array([[(green(v + u) - G110**2 / G0) / 12 for u in NEIGHBOURS]
                        for v in NEIGHBOURS])
return_probability = jump_matrix[0].sum()
assert abs(return_probability - (1 - 1 / G0)) < 1e-8
mean_next = NEIGHBOURS.astype(float)
cosines = []
for j in range(1, 31):
    mean_next = jump_matrix @ mean_next
    cosines.append(np.dot(NEIGHBOURS[0], mean_next[0]) / 2)
    assert abs(cosines[-1] - c**j) < 1e-8
assert abs(1 + 2 * sum(cosines) - f) < 1e-7


def solve(matrix, rhs):
    """Conjugate gradients with two rounds of refinement."""
    x = cg(matrix, rhs)[0]
    for _ in range(2):
        x = x + cg(matrix, rhs - matrix @ x)[0]
    return x


# ---------- stopped vacancy walk in a large ball ----------


def ball_probabilities(radius):
    """Next-jump probabilities after jump NEIGHBOURS[0]; walk lost outside ball."""
    axis = np.arange(-radius - 1, radius + 2)
    grid = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1).reshape(-1, 3)
    r2 = (grid**2).sum(1)
    sites = grid[(grid.sum(1) % 2 == 0) & (r2 > 0) & (r2 <= radius**2)]
    index = -np.ones((len(axis),) * 3, dtype=int)
    shift = radius + 1
    index[tuple((sites + shift).T)] = np.arange(len(sites))
    rows, cols = [], []
    for d in NEIGHBOURS:
        target = index[tuple((sites + d + shift).T)]
        inside = np.nonzero(target >= 0)[0]
        rows.append(inside)
        cols.append(target[inside])
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    size = len(sites)
    hop = coo_matrix((np.full(len(rows), 1 / 12), (rows, cols)), shape=(size, size))
    start = np.zeros(size)
    start[index[tuple(-NEIGHBOURS[0] + shift)]] = 1
    visits = solve((diags(np.ones(size)) - hop).tocsr(), start)
    return visits[index[tuple((NEIGHBOURS + shift).T)]] / 12


p_small, p_large = ball_probabilities(16), ball_probabilities(32)
p_limit = 2 * p_large - p_small      # loss through the surface falls as 1/radius
assert np.max(np.abs(p_limit - jump_matrix[0])) < 1e-4
jump_cosine = NEIGHBOURS @ NEIGHBOURS[0] / 2
c_ball = p_large @ jump_cosine       # odd part: error falls as 1/radius^3
assert abs(c_ball - c) < 1e-4

# ---------- long-time tracer variance, one vacancy in a periodic crystal ----------


def periodic_f(cells, exchange=1.0):
    """Tracer variance rate over its uncorrelated value; host hop rate is 1."""
    n = 2 * cells
    grid = np.array(list(itertools.product(range(n), repeat=3)))
    sites = grid[(grid.sum(1) % 2 == 0) & (grid.sum(1) > 0)]
    size = len(sites)
    index = -np.ones((n, n, n), dtype=int)
    index[tuple(sites.T)] = np.arange(size)
    rows, cols, rates, events = [], [], [], []
    drift = np.zeros(size)
    for d in NEIGHBOURS:
        target = (sites + d) % n
        hit = np.nonzero(target.sum(1) == 0)[0]
        target[hit] = (-sites[hit]) % n      # exchange puts vacancy behind tracer
        rate = np.ones(size)
        rate[hit] = exchange
        landing = index[tuple(target.T)]
        drift[hit] += exchange * (-d[0])
        events.append((landing[hit[0]], -d[0]))
        rows.append(np.arange(size))
        cols.append(landing)
        rates.append(rate)
    rates_all = np.concatenate(rates)
    hop = coo_matrix((rates_all, (np.concatenate(rows), np.concatenate(cols))),
                     shape=(size, size)).tocsr()
    future = solve((diags(sum(rates)) - hop).tocsr(), drift)
    uncorrelated = sum(exchange * step**2 for _, step in events)
    correlated = 2 * sum(exchange * step * future[k] for k, step in events)
    return 1 + correlated / uncorrelated


n_small, n_large = 4 * 7**3, 4 * 14**3
f_small, f_large = periodic_f(7), periodic_f(14)
f_periodic = (n_large * f_large - n_small * f_small) / (n_large - n_small)
assert abs(f_periodic - f) < 5e-5

# tracer with a different exchange rate: f* = h/(h + 2 w*), h set by the host
host_h = 2 * f_small / (1 - f_small)
f_fast = periodic_f(7, 1.5)
assert abs(f_fast - host_h / (host_h + 3.0)) < 1e-7
step = 0.01
slope = (np.log((1 + step) * periodic_f(7, 1 + step))
         - np.log((1 - step) * periodic_f(7, 1 - step))) / (2 * step)
assert abs(slope - f_small) < 1e-4

# ---------- worked example: rough round values in the regime of copper ----------
k_ev = constants.k / constants.e
a_cm = 0.36e-7
e_form, s_form, e_move, attempt = 1.3, 2.0, 0.7, 1e13


def lattice_diffusion(temp):
    kt = k_ev * temp
    x_v = np.exp(s_form - e_form / kt)
    w = attempt * np.exp(-e_move / kt)
    tracer_rate = 12 * w * x_v
    return x_v, w, tracer_rate, f * tracer_rate * (a_cm**2 / 2) / 6


T, T_use = 1200.0, 400.0
kT = k_ev * T
x_v, w, tracer_rate, D = lattice_diffusion(T)
D_use = lattice_diffusion(T_use)[3]
depth_um = np.sqrt(2 * D * 3600) * 1e4

j_MA, rho_uohm, z_eff = 0.01, 8.0, 5.0
field = j_MA * 1e6 * rho_uohm * 1e-6           # V/cm
force = z_eff * field                          # eV/cm
drift = D / f * force / kT                     # cm/s
hops_x = NEIGHBOURS[:, 0] * a_cm / 2
test_force = 1e-3 * kT / a_cm
biased = x_v * w * np.sum(hops_x * np.exp(test_force * hops_x / (2 * kT)))
assert abs(biased / (D / f * test_force / kT) - 1) < 1e-6

# neglected effects, rough sizes
e_bind, e_move2 = 0.2, 0.5
divacancy = 6 * x_v * np.exp((e_bind + e_move - e_move2) / kT)
rate_change = 1 - 1 / np.sqrt(1.02)            # tracer 2 % heavier
gb_d0, gb_e, gb_width_nm = 0.01, 0.8, 0.5


def boundary_ratio(temp, grain_nm, d_lattice):
    d_gb = gb_d0 * np.exp(-gb_e / (k_ev * temp))
    return 3 * gb_width_nm / grain_nm * d_gb / d_lattice


print(f"S (zone average) = {S:.8f}")
print(f"c, mean cosine of consecutive jumps = {c:.8f}")
print(f"f, correlation factor = {f:.8f}")
print(f"G(000), G(110) = {G0:.6f}, {G110:.6f}")
print(f"G(200), G(211), G(220) = {G200:.6f}, {G211:.6f}, {G220:.6f}")
for angle in (180, 120, 90, 60, 0):
    same = np.abs(jump_cosine - np.cos(np.radians(angle))) < 1e-9
    print(f"next jump at {angle} deg: {same.sum()} sites, P each = "
          f"{jump_matrix[0][same][0]:.6f}")
print(f"total return probability = {return_probability:.6f}")
print(f"mean exchanges per encounter = {1 / (1 - return_probability):.6f}")
print(f"mean cosine, 2nd and 3rd later jump = {cosines[1]:.6f}, {cosines[2]:.6f}")
print(f"f from immediate reversal only = {(1 - 1/12) / (1 + 1/12):.6f}")
print(f"c from 3D zone sum = {c_zone:.6f}")
print(f"c from stopped walk in ball = {c_ball:.6f}")
print(f"f, periodic crystal of {n_small} sites = {f_small:.6f}")
print(f"f, periodic crystal of {n_large} sites = {f_large:.6f}")
print(f"f, periodic crystals extrapolated = {f_periodic:.6f}")
print(f"f*, exchange rate 1.5 w, {n_small} sites = {f_fast:.6f}")
print(f"d ln D*/d ln w*, {n_small} sites = {slope:.6f}")
print(f"input: a = {a_cm * 1e7:.2f} nm, attempt rate = {attempt / 1e12:.0f} THz")
print(f"input: formation {e_form} eV, entropy {s_form} k, migration {e_move} eV")
print(f"T = {T:.0f} K, kT = {kT:.5f} eV")
print(f"vacancy fraction = {x_v:.3e}")
print(f"vacancy hop rate per direction = {w:.3e} 1/s")
print(f"tracer jump rate = {tracer_rate:.3e} 1/s")
print(f"D* = {D:.3e} cm2/s; without correlation {D / f:.3e} cm2/s")
print(f"depth sqrt(2 D* t) in 1 h = {depth_um:.2f} um")
print(f"input: j = {j_MA} MA/cm2, resistivity {rho_uohm} uohm cm, |Z*| = {z_eff}")
print(f"field = {field:.3f} V/cm, force = {force:.3f} eV/cm")
print(f"drift = {drift * 3600 * 1e7:.2f} nm/h; "
      f"if D* is misused {f * drift * 3600 * 1e7:.2f} nm/h")
print(f"input: divacancy binding {e_bind} eV, migration {e_move2} eV")
print(f"divacancy share of transport, rough = {100 * divacancy:.2f} %")
print(f"tracer 2 % heavier: D* lower by {100 * f * rate_change:.2f} %")
print(f"energy error 0.1 eV changes D* by factor {np.exp(0.1 / kT):.2f}")
print(f"input: boundary D0 {gb_d0} cm2/s, {gb_e} eV, width {gb_width_nm} nm")
print(f"boundary/lattice transport, 1 mm grains, {T:.0f} K = "
      f"{boundary_ratio(T, 1e6, D):.2e}")
print(f"D* of lattice at {T_use:.0f} K = {D_use:.2e} cm2/s")
print(f"boundary/lattice transport, 100 nm grains, {T_use:.0f} K = "
      f"{boundary_ratio(T_use, 100, D_use):.1e}")
print("tests ok")
```

Output:

```
S (zone average) = 2.75463987
c, mean cosine of consecutive jumps = -0.12268007
f, correlation factor = 0.78145142
G(000), G(110) = 1.344661, 0.344661
G(200), G(211), G(220) = 0.229936, 0.195467, 0.170889
next jump at 180 deg: 1 sites, P each = 0.104693
next jump at 120 deg: 4 sites, P each = 0.021360
next jump at 90 deg: 2 sites, P each = 0.011799
next jump at 60 deg: 4 sites, P each = 0.008927
next jump at 0 deg: 1 sites, P each = 0.006879
total return probability = 0.256318
mean exchanges per encounter = 1.344661
mean cosine, 2nd and 3rd later jump = 0.015050, -0.001846
f from immediate reversal only = 0.846154
c from 3D zone sum = -0.122680
c from stopped walk in ball = -0.122671
f, periodic crystal of 1372 sites = 0.782214
f, periodic crystal of 10976 sites = 0.781548
f, periodic crystals extrapolated = 0.781452
f*, exchange rate 1.5 w, 1372 sites = 0.705401
d ln D*/d ln w*, 1372 sites = 0.782247
input: a = 0.36 nm, attempt rate = 10 THz
input: formation 1.3 eV, entropy 2.0 k, migration 0.7 eV
T = 1200 K, kT = 0.10341 eV
vacancy fraction = 2.563e-05
vacancy hop rate per direction = 1.148e+10 1/s
tracer jump rate = 3.533e+06 1/s
D* = 2.982e-10 cm2/s; without correlation 3.816e-10 cm2/s
depth sqrt(2 D* t) in 1 h = 14.65 um
input: j = 0.01 MA/cm2, resistivity 8.0 uohm cm, |Z*| = 5.0
field = 0.080 V/cm, force = 0.400 eV/cm
drift = 53.13 nm/h; if D* is misused 41.52 nm/h
input: divacancy binding 0.2 eV, migration 0.5 eV
divacancy share of transport, rough = 0.74 %
tracer 2 % heavier: D* lower by 0.77 %
energy error 0.1 eV changes D* by factor 2.63
input: boundary D0 0.01 cm2/s, 0.8 eV, width 0.5 nm
boundary/lattice transport, 1 mm grains, 1200 K = 2.20e-02
D* of lattice at 400 K = 4.73e-27 cm2/s
boundary/lattice transport, 100 nm grains, 400 K = 2.6e+12
tests ok
```
